# Choosing time step and friction for energy minimization by damped dynamics, part 2

Atoms with diagonal mass matrix $M$ and potential energy $E(x)$ are brought to the minimum $x^*$ by damped dynamics, $M\ddot x=-\nabla E(x)-\gamma M\dot x$. The constant time step $h$ and friction $\gamma$ are chosen for the smallest asymptotic error factor per force evaluation. With $a=\gamma h/2$, central differences give the heavy-ball iteration

$$x_{n+1}=x_n-\alpha M^{-1}\nabla E(x_n)+\beta\,(x_n-x_{n-1}),\qquad \alpha=\frac{h^2}{1+a},\quad \beta=\frac{1-a}{1+a}.\tag{2}$$

Until part (j), apart from the runs on computed forces in part (i), $\nabla E=H(x-x^*)$. The nonzero eigenvalues of $D=M^{-1/2}HM^{-1/2}$ are $\lambda_i=\omega_i^2$, $0<\omega_1\le\dots\le\omega_N$, and $\kappa=\omega_N^2/\omega_1^2>1$. Translations and rotations (zero modes) are left out. The displacement $y_n=M^{1/2}(x_n-x^*)$ obeys $y_{n+1}=y_n-\alpha Dy_n+\beta(y_n-y_{n-1})$; its component $q_n$ along an eigenvector obeys

$$q_{n+1}=t\,q_n-\beta\,q_{n-1},\qquad t=1+\beta-\alpha\lambda .\tag{4}$$

The roots of $z^2-tz+\beta=0$ give $q_n=Az_+^n+Bz_-^n$, or $(A+Bn)z^n$ for a double root. Their largest modulus over all vibrational modes is the spectral radius $\rho$. Stability requires

$$\gamma>0,\qquad h\,\omega_N<2 .\tag{7}$$

With $u=1-h^2\lambda/2$,

$$z_\pm=\frac{u\pm\sqrt{u^2-(1-a^2)}}{1+a},\qquad\text{plateau: } |u|\le\sqrt{1-a^2}.\tag{9}$$

On the plateau $|z|=\sqrt\beta$. The unique optimum has $\rho=r$ and all modes on the plateau:

$$\rho\ge r=\frac{\sqrt\kappa-1}{\sqrt\kappa+1}=\frac{\omega_N-\omega_1}{\omega_N+\omega_1}.\tag{13}$$

$$\alpha^*=\frac{4}{(\omega_1+\omega_N)^2},\qquad \beta^*=r^2,\qquad \alpha^*\lambda_1=(1-r)^2,\quad \alpha^*\lambda_N=(1+r)^2 .\tag{14}$$

$$h^*=\frac{2}{\sqrt{\omega_1^2+\omega_N^2}},\qquad \gamma^*=\frac{2\,\omega_1\omega_N}{\sqrt{\omega_1^2+\omega_N^2}}=h^*\omega_1\omega_N .\tag{15}$$

Here $a^*=2\omega_1\omega_N/(\omega_1^2+\omega_N^2)$ and, for large $\kappa$, $-\ln r/(\omega_1h^*)=1+5/(6\kappa)+\dots$

Part (f): the best steepest descent ($\beta=0$, $a=1$) has the same step $h^*$, $\alpha=2/(\lambda_1+\lambda_N)$ and rate $r_{\rm SD}=(\kappa-1)/(\kappa+1)$, about $\kappa/2$ steps per factor $e$ for large $\kappa$.

Atomic units are used: masses in $m_e$, lengths in bohr, times in units of $0.024189$ fs; a frequency equals its wavenumber divided by $219474.63\ \mathrm{cm^{-1}}$. "The program" is the numerical check.

## (g) The error after $n$ steps

*Solve (4) at the optimum for $q_{-1}=q_0$. Bound the error, evaluate the two extreme modes, and find when and by how much the error grows before it falls.*

**Solution.** Put $q_n=r^n\eta_n$ in (4) with $\beta=r^2$ and divide by $r^{n+1}$:

$$\eta_{n+1}=2c\,\eta_n-\eta_{n-1},\qquad c=\frac{t}{2r}.$$

On the plateau $|t|\le2r$, so $c=\cos\theta$ with real $\theta$. The identity $\sin(n+2)\theta+\sin n\theta=2\cos\theta\sin(n+1)\theta$ shows that the Chebyshev polynomials of the second kind, $U_n(\cos\theta)=\sin(n+1)\theta/\sin\theta$, solve this recurrence, with $U_{-1}=0$, $U_0=1$, $U_1=2c$. The shifted sequence $U_{n-1}$ solves it too. The start is $\eta_0=q_0$ and $\eta_{-1}=rq_{-1}=rq_0$, hence $\eta_1=(2c-r)q_0$. The combination $U_n-rU_{n-1}$ equals $1$ at $n=0$ and $2c-r$ at $n=1$, so

$$q_n=r^n\big[U_n(c)-r\,U_{n-1}(c)\big]\,q_0 .\tag{16}$$

The addition theorem gives $|\sin(n+1)\theta|\le|\sin n\theta|+|\sin\theta|$, and by induction $|U_n|\le n+1$. Then $|U_n-rU_{n-1}|\le n+1+rn$ for each mode, and summing squares over the orthonormal modes,

$$\|y_n\|\le r^n\,[\,1+n(1+r)\,]\;\|y_0\| .\tag{17}$$

The same bound holds for the mass-weighted force, whose components are $-\lambda q_n$.

By (14) the softest mode has $t=1+r^2-(1-r)^2=2r$, so $c=1$ and a double root $+r$. The stiffest has $t=1+r^2-(1+r)^2=-2r$, so $c=-1$ and a double root $-r$. The limits $\theta\to0$ and $\theta\to\pi$ give $U_n(1)=n+1$ and $U_n(-1)=(-1)^n(n+1)$. Therefore

$$q_n^{\rm soft}=r^n[1+n(1-r)]\,q_0,\qquad q_n^{\rm stiff}=(-r)^n[1+n(1+r)]\,q_0 .\tag{18}$$

The stiffest mode attains the bound (17). The number $r$ is thus an asymptotic rate, and the error of a general start falls as $n\,r^n$.

The soft mode decreases at every step, since the ratio of successive terms is at most its first value $r(2-r)=1-(1-r)^2<1$. For the stiff mode, $f(n)=r^n[1+n(1+r)]$ has a concave logarithm, so it grows at all only if $f(1)=r(2+r)>1$, which is $r>\sqrt2-1$, or $\sqrt\kappa=(1+r)/(1-r)>1+\sqrt2$. The growth comes from the first step acting on a double root. With no previous step to inherit, $q_1=(1-\alpha^*\lambda_N)q_0$, and $\alpha^*\lambda_N=(1+r)^2$ approaches $4$, an overshoot to $-3q_0$. With the double root, $q_n=(A+Bn)(-r)^n$ with $A=q_0$, and this first step fixes $B=-q_1/r-q_0=(1+r)q_0$, so the linear factor keeps raising $|q_n|$ until $r^n$ overtakes it. Treating $n$ as continuous, $d\ln f/dn=\ln r+(1+r)/[1+n(1+r)]=0$ gives

$$n_{\rm peak}=\frac{1}{|\ln r|}-\frac1{1+r},\qquad f(n_{\rm peak})=r^{\,n_{\rm peak}}\frac{1+r}{|\ln r|}\approx\frac{\sqrt\kappa}{e}\quad(\kappa\gg1),\tag{19}$$

because $r^{1/|\ln r|}=e^{-1}$, $r^{-1/(1+r)}\to1$, $1+r\to2$ and $|\ln r|\to2/\sqrt\kappa$. An initial error in the stiffest mode is amplified by this factor, and the harmonic approximation must hold over the enlarged range.

## (h) A model spectrum, and imperfect inputs

*Take $\omega_1=100$ and $\omega_N=3000\ \mathrm{cm^{-1}}$ as round model values. Compute the optimum and the step counts for an error factor $10^{-6}$. Then find the rate when (i) only a bracket $[\omega_{\rm lo},\omega_{\rm hi}]$ containing the spectrum is known, (ii) $\omega_N$ is underestimated, (iii) the step is $h^*$ but the friction is off.*

**Solution.** In atomic units $\omega_1=4.556335\times10^{-4}$, $\omega_N=1.366901\times10^{-2}$, and $\kappa=900$. Then $\sqrt{\omega_1^2+\omega_N^2}=\omega_1\sqrt{901}$, so $h^*\omega_1=2/\sqrt{901}=0.066630$ and

$$h^*=\frac{0.066630}{4.556335\times10^{-4}}=146.24\ \text{a.u.}=3.537\ \text{fs},\qquad \gamma^*=\frac{60}{\sqrt{901}}\,\omega_1=9.1076\times10^{-4}\ \text{a.u.}=0.03765\ \text{fs}^{-1}.$$

Further, $a^*=60/901=0.066593$, $r=29/31=0.935484$, $\beta^*=r^2=0.875130$, $\alpha^*=20049.6$ a.u., and $h^*\omega_N=\gamma^*/\omega_1=1.998890$. The ratio $-\ln r/(\omega_1h^*)=0.066691/0.066630=1.0009$ agrees with $1+5/5400$.

The program builds this spectrum into 12 coupled coordinates with random masses and ten random interior frequencies. It tests that the matrix of the full iteration has spectral radius $r$, and that the Cartesian iteration obeys (16) and (17) for 300 steps. Between steps 2000 and 4000 the error factor per step is $0.935808$, which is $r\,2^{1/2000}$, as an $n\,r^n$ law requires.

A pure $r^n$ law would reach $10^{-6}$ in $13.8155/0.066691=207.2$ steps. Iteration takes 250 steps for the soft mode and 303 for the stiff one; by (18), $e^{-303\times0.066691}(1+303\times1.935484)\approx9.8\times10^{-7}$. Steepest descent, with $r_{\rm SD}=899/901=0.997780$, needs $13.8155\times450\approx6217$ steps. Equation (19) places the stiff-mode peak at $14.99-0.52=14.5$; the iteration gives $11.045$ at $n=14$, against $\sqrt\kappa/e=11.036$.

(i) Parameters taken from (14) with the bracket ends make the plateau run from $\omega_{\rm lo}$ to $\omega_{\rm hi}$. All true modes lie on it, so the rate is exactly $(\omega_{\rm hi}-\omega_{\rm lo})/(\omega_{\rm hi}+\omega_{\rm lo})$. For $[0.8\,\omega_1,1.1\,\omega_N]$ this is $(3300-80)/(3300+80)=0.952663$, which the full matrix reproduces.

(ii) With the estimate $(1-\delta)\omega_N$ in (15), the stability condition (7) reads $\omega_N^2<\omega_1^2+(1-\delta)^2\omega_N^2$, or $1-(1-\delta)^2<1/\kappa$. To first order in $\delta$ the limit is $\delta=1/(2\kappa)$, here $1/1800$ of $\omega_N$. For $\delta=0.01$, $h\omega_N=6000/\sqrt{100^2+2970^2}=2.01906$, and the computed spectral radius is $1.24212$: the run diverges. At large $\kappa$ an upper bound for $\omega_N$ is needed.

(iii) At $h^*$ the quantity $u=1-2\lambda/(\lambda_1+\lambda_N)$ of (9) runs from $+r_{\rm SD}$ to $-r_{\rm SD}$, and $1-a^{*2}=1-4\kappa/(\kappa+1)^2=r_{\rm SD}^2$. For $a<a^*$ the plateau $|u|\le\sqrt{1-a^2}$ is wider and holds all modes. For $a>a^*$ the extreme modes, which have the largest $|u|$, leave it, with $u^2-(1-a^2)=a^2-a^{*2}$. So

$$\rho=\sqrt{\frac{1-a}{1+a}}\quad(a\le a^*),\qquad \rho=\frac{r_{\rm SD}+\sqrt{a^2-a^{*2}}}{1+a}\quad(a\ge a^*).\tag{20}$$

At $a=1$ the second form gives $2r_{\rm SD}/2=r_{\rm SD}$, as part (f) requires. Below $a^*$ the loss is linear in $a^*-a$; above, it starts as the square root of $a-a^*$. For $0.9\,\gamma^*$, $a=0.059934$ and $\rho=\sqrt{0.940066/1.059934}=0.94176$. For $1.1\,\gamma^*$, $a=0.073252$, $\sqrt{a^2-a^{*2}}=a^*\sqrt{0.21}=0.030517$ and $\rho=1.028297/1.073252=0.95811$. The full matrix gives $0.941760$ and $0.958113$. A friction 10% too high raises $\rho$ by $0.0226$, one 10% too low by $0.0063$.

## (i) Water

*At the RHF/STO-3G level, with masses $15.999$ u and $1.008$ u ($1\ \mathrm u=1822.888\,m_e$), water has its minimum at $r_{\rm OH}=0.9894$ Å and $100.03^\circ$, with $E=-74.965901$ hartree and harmonic wavenumbers $2169.9$, $4139.6$ and $4390.7\ \mathrm{cm^{-1}}$. Compute the optimum, predict the first steps of each mode, and estimate the number of force calls from a start with largest force component $0.03797$ down to $10^{-5}$ hartree/bohr.*

**Solution.** These digits describe the computed surface on which the iteration runs; a minimal-basis mean-field calculation does not give the measured spectrum, and the values are far from converged in the basis. RHF/cc-pVDZ gives $1775.7$, $4113.4$ and $4211.7\ \mathrm{cm^{-1}}$, so that $\kappa$ rises from $4.09$ to $5.63$, $r$ from $0.339$ to $0.407$ and $h^*$ from $89.6$ to $96.0$ a.u.; there $\sqrt\kappa=2.37$ is only just below $1+\sqrt2$, and equal masses give $\kappa=7.37$. The program checks the lowest and highest eigenvalues of the analytic Hessian against finite differences of the forces.

With $\omega_1=9.886570\times10^{-3}$ (the bend) and $\omega_N=2.000538\times10^{-2}$ a.u. (the higher stretch), the squares are $9.77443\times10^{-5}$ and $4.00215\times10^{-4}$. Their ratio is $\kappa=4.0945$, $\sqrt\kappa=2.0235$; their sum is $4.97959\times10^{-4}$, with root $2.23150\times10^{-2}$. The product $\omega_1\omega_N$ is $1.97785\times10^{-4}$ and the sum $\omega_1+\omega_N$ is $2.989195\times10^{-2}$. Hence

$$h^*=\frac{2}{2.23150\times10^{-2}}=89.63\ \text{a.u.}=2.168\ \text{fs},\qquad \gamma^*=89.626\times1.97785\times10^{-4}=1.7727\times10^{-2}\ \text{a.u.}=0.733\ \text{fs}^{-1},$$

$$r=\frac{1.011881}{2.989195}=0.33851,\quad \beta^*=0.11459,\quad \alpha^*=\frac{4}{(2.989195\times10^{-2})^2}=4476.6\ \text{a.u.},\quad a^*=0.79438 .$$

Here $h^*\omega_N=1.7930$, well inside (7), and $\sqrt\kappa<1+\sqrt2$, so no mode grows at the start. Steepest descent has $\alpha=2/(4.97959\times10^{-4})=4016.4$ a.u. and $r_{\rm SD}=3.0945/5.0945=0.60742$. With equal masses on all atoms $\kappa$ would be $5.51$, so for this molecule the true masses condition the problem better than equal ones.

For the first step $q_1/q_0=1-\alpha^*\lambda$. The bend gives $1-(0.66149)^2=0.56243$. The middle mode, $\omega=1.886157\times10^{-2}$, gives $1-4476.63\times3.55759\times10^{-4}=-0.59260$. The stiffest gives $-r(2+r)=-0.7916$. For $n=2$, (18) gives $0.11459\times(1+2\times0.66149)=0.26619$ and $0.11459\times(1+2\times1.33851)=0.42135$. The program displaces all three modes by $q_0=0.02143$ a.u. ($0.0005$ bohr times $\sqrt{m_H}$) and iterates on the true SCF forces:

| $n$ | true $q_n/q_0$ | equation (16) |
|---|---|---|
| 1 | $+0.5623,\ -0.5909,\ -0.7899$ | $+0.5624,\ -0.5926,\ -0.7916$ |
| 2 | $+0.2661,\ +0.1687,\ +0.4212$ | $+0.2662,\ +0.1687,\ +0.4214$ |
| 4 | $+0.0478,\ -0.0132,\ +0.0834$ | $+0.0479,\ -0.0132,\ +0.0834$ |
| 8 | $+0.0011,\ +0.0002,\ +0.0020$ | $+0.0011,\ +0.0002,\ +0.0020$ |

Over eight steps the largest deviation is $0.0018$ relative to the right side of (17). The true values belong to the signs for which the bend and the symmetric stretch both lengthen the H–H distance. At the first step the deviation behaves as an anharmonic force does, whose size relative to the harmonic one is first order in the displacement: the reversed displacement gives $+0.5626,\ -0.5943,\ -0.7933$, off by the same amounts in the opposite direction, and half the amplitude gives half the deviation. The program tests that the six zero modes stay below 1% of $q_0$.

For the larger start (bonds $1.02$ and $1.00$ Å, angle $105^\circ$, the molecule in a coordinate plane with the bisector of the angle along an axis; the largest Cartesian component depends on this orientation) the force must fall by $10^{-5}/0.03797=2.6\times10^{-4}$. A pure $r^n$ law would take $\ln(2.6\times10^{-4})/\ln0.33851\approx7.6$ steps. The factor in (17) is $0.11459^5\times14.39=2.8\times10^{-4}$ at $n=10$ and $1.1\times10^{-4}$ at $n=11$, which suggests 11 steps; steepest descent needs $\ln(2.6\times10^{-4})/\ln0.60742\approx16.5$, so 17. These are estimates, since the bounds concern the mass-weighted norm on a harmonic surface and the stopping rule uses the largest Cartesian component on the true one. The runs took 11 and 17 force calls. The last call only confirms convergence, so they made 10 and 16 steps, each one fewer than its estimate. The pure $r^n$ count of $7.6$ is too low, as it was for the model spectrum of part (h) ($207.2$ against $303$); the estimate that includes the factor $1+n(1+r)$ lies within one step of the run.

## (j) Beyond the harmonic region

*Show that the optimal iteration converges when started close enough to a smooth minimum without zero modes. Then consider one coordinate of unit mass with $E'(x)=25x$ for $x<1$, $x+24$ for $1\le x<2$, and $25x-24$ for $x\ge2$. Using the extreme curvatures in (14), decide whether the heavy ball and the best steepest descent converge from every start.*

**Solution.** Write the state as $Y_n=(y_n,y_{n-1})$, so that $Y_{n+1}=TY_n+g(Y_n)$ with $T$ the linear map of part (b) and $\|g(Y)\|\le C\|Y\|^2$ near the minimum when third derivatives of $E$ are bounded. By part (b), $\|T^kY\|$ grows at most as a constant times $(k+1)r^k\|Y\|$. For any $\sigma$ with $r<\sigma<1$ the sum $\|Y\|'=\sum_{k\ge0}\sigma^{-k}\|T^kY\|$ therefore converges and defines a norm with $\|Y\|\le\|Y\|'\le K\|Y\|$. Shifting the index gives $\|TY\|'=\sigma\sum_{k\ge1}\sigma^{-k}\|T^kY\|\le\sigma\|Y\|'$. Then $\|Y_{n+1}\|'\le(\sigma+KC\|Y_n\|')\|Y_n\|'$, a contraction once $KC\|Y_0\|'<1-\sigma$. This proves convergence in a neighbourhood and nothing outside it.

The given $E'$ is continuous (it equals $25$ at $x=1$ and $26$ at $x=2$) and increasing with slopes $25,1,25$, so $E$ is convex with its only minimum at $x=0$. With $\omega_1=1$, $\omega_N=5$: $r=2/3$, $\alpha=1/9$, $\beta=4/9$. In the outer pieces $t=1+\tfrac49-\tfrac{25}9=-\tfrac43$, and the iteration is $x_{n+1}=-\tfrac43x_n-\tfrac49x_{n-1}$, with $24/9$ added when $x_n\ge2$. Look for a cycle $x_A\to x_B\to x_C\to x_A$ with $x_B\ge2$ and $x_A,x_C<1$. Multiplying by 9,

$$9x_B=-12x_A-4x_C,\qquad 9x_C=-12x_B-4x_A+24,\qquad 9x_A=-12x_C-4x_B .$$

The sum of the three gives $25(x_A+x_B+x_C)=24$. Eliminating $x_C=\tfrac{24}{25}-x_A-x_B$ turns the first into $8x_A+5x_B=-\tfrac{96}{25}$ and the third into $3x_A+8x_B=\tfrac{288}{25}$. Eight times the former minus five times the latter gives $49x_A=-\tfrac{2208}{25}$, so

$$x_A=-\tfrac{2208}{1225}=-1.802449,\qquad x_B=\tfrac{2592}{1225}=2.115918,\qquad x_C=\tfrac{792}{1225}=0.646531 .$$

These values lie in the assumed pieces, so the cycle exists. It attracts: all three points are interior to pieces of curvature 25, small deviations obey (4) with the double root $-2/3$, and they decay. The program starts at $x_0=x_{-1}=3.3$ and tests that the iteration ends on these three values. The heavy ball fails here although every curvature it can meet lies between the two used to tune it, because the analysis of parts (c)–(e) assumes that each mode keeps one fixed $\lambda$.

Steepest descent with $\alpha=2/26$ converges from every start. The map $x\mapsto x-\alpha E'(x)$ is continuous, fixes $0$, and has slopes $1-\tfrac{2}{26}=\tfrac{12}{13}$ and $1-\tfrac{50}{26}=-\tfrac{12}{13}$, so $|x_{n+1}|\le\tfrac{12}{13}|x_n|$; the program tests the convergence from the same start. Its guarantee needs only bounds on the curvature, while the faster rate (13) is established for a harmonic surface and, asymptotically, for a neighbourhood of a smooth minimum without zero modes.

## Table of computed values

```
ODE error ratio on halving h (w=1, gamma=0.6, T=5): 3.981
search, sqrt(kappa)=2: h*w1=0.894427, gamma/w1=1.788854, rate=0.333333
search, sqrt(kappa)=7: h*w1=0.282843, gamma/w1=1.979899, rate=0.750000
search, sqrt(kappa)=30: h*w1=0.066630, gamma/w1=1.998889, rate=0.935484
model: w1=100 cm^-1 = 4.556335e-04 au, wN=3000 cm^-1 = 1.366901e-02 au, kappa=900
model: h=146.235 au = 3.5373 fs, gamma=9.10761e-04 au^-1 = 0.03765 fs^-1
model: a=0.066593, alpha=20049.58 au^2, beta=0.875130, r=0.935484
model: h*wN=1.998890, gamma/w1=1.998890, -ln r=0.066691, w1*h=0.066630
model: measured rate n=2000..4000 0.935808, r*2^(1/2000)=0.935808
model: stiff-mode peak 11.045 at n=14, sqrt(kappa)/e=11.036
model: steps to 1e-6: stiff 303, soft 250, pure r^n 207.2
model: steepest descent rate 0.997780, steps to 1e-6 6217
model: rate at 0.9 gamma 0.941760, at 1.1 gamma 0.958113
model: rate for bracket [0.8 w1, 1.1 wN] 0.952663
model: wN underestimated by 1%: h*wN=2.01906, radius 1.24212
cycle: alpha=0.111111, beta=0.444444, x0=3.3 -> -1.802449, 2.115918, 0.646531
water: masses O 15.999 u, H 1.008 u; 1 u = 1822.888 m_e
water: E=-74.965901 hartree, r(OH)=0.9894 angstrom, angle=100.03 deg
water: frequencies (cm^-1) 2169.9, 4139.6, 4390.7
water: frequencies (au) 9.886570e-03, 1.886157e-02, 2.000538e-02
water: kappa=4.0945, sqrt=2.0235, kappa with equal masses=5.5116
water: h=89.626 au = 2.1679 fs, gamma=1.77266e-02 au^-1 = 0.7328 fs^-1
water: a=0.79438, alpha=4476.63 au^2, beta=0.11459, r=0.33851, h*wN=1.7930
water: steepest descent alpha=4016.39 au^2, rate=0.60742
water: mode amplitude q0 = 0.0005 bohr*sqrt(m_H) = 0.02143 au; q_n/q0 true | closed form
  n=1: +0.56231 -0.59086 -0.78994 | +0.56243 -0.59260 -0.79162
  n=2: +0.26611 +0.16870 +0.42116 | +0.26619 +0.16868 +0.42135
  n=4: +0.04784 -0.01320 +0.08343 | +0.04788 -0.01325 +0.08344
  n=8: +0.00108 +0.00018 +0.00202 | +0.00108 +0.00018 +0.00202
water: largest deviation / envelope = 0.0018
water: start 1.02, 1.00 angstrom, 105 deg: max force 0.03797 hartree/bohr
water: force calls to 1e-5 hartree/bohr: heavy ball 11, steepest descent 17
conversions: 1 hartree = 219474.63 cm^-1, 1 au time = 0.024189 fs
```
